# The Least Lattice Cost of Levelling Two Equivalent Hydrogen Sites

**Q:** A hydrogen atom in a metal pushes its neighbours outward, and this lowers the energy of the site it occupies. To tunnel to an equivalent site it needs the two site energies to be level. The lattice has very many modes. Why shouldn't it level them almost for free, by using a few soft ones?

**A:** Let us write the energies down and see. Hold the host atoms still and give the hydrogen its ground level in site $s=A$ or $B$. Host potential plus hydrogen level is a function $V_s$ of the host coordinates. I assume that the host is harmonic and that the hydrogen level changes linearly with host displacement. In mass-weighted normal coordinates $Q_k$,

$$V_s=\varepsilon_s+\sum_k\left(\tfrac12\omega_k^2Q_k^2-g_k^sQ_k\right),\qquad \omega_k>0 .$$

The frequencies are the same for both sites; only the pulls $g_k^s$ differ. Uniform translations have $\omega=0$, but the hydrogen exerts no net force on the host in these sites, so they drop out.

Setting $\partial V_s/\partial Q_k=0$ gives the relaxed coordinates $Q_k^s=g_k^s/\omega_k^2$. Completing the square,

$$V_s=V_s^{\min}+\tfrac12\sum_k\omega_k^2(Q_k-Q_k^s)^2 .$$

Equivalent sites have $V_A^{\min}=V_B^{\min}$, which I take as the zero of energy.

**Q:** What do you call the reorganisation energy? The word is used for more than one thing.

**A:** It is the energy on surface $A$ when the host has the shape relaxed for $B$. With $d_k=Q_k^B-Q_k^A$,

$$\lambda=V_A(Q^B)=\tfrac12\sum_k\omega_k^2d_k^2 .$$

It differs from the self-trapping energy $E_r=\tfrac12\sum_k(g_k^A)^2/\omega_k^2$, the energy gained when the host relaxes around one occupied site. Since $d_k=(g_k^B-g_k^A)/\omega_k^2$,

$$\lambda=\tfrac12\sum_k\frac{(g_k^B-g_k^A)^2}{\omega_k^2}=2E_r-\sum_k\frac{g_k^Ag_k^B}{\omega_k^2},$$

because equivalent sites have equal $E_r$. If the two sites strain the host identically, $\lambda=0$. If the overlap sum vanishes, $\lambda=2E_r$. If the pulls are opposite, $\lambda=4E_r$. A statement about a fraction of $\lambda$ is therefore not one about the same fraction of $E_r$.

**Q:** Then start with hydrogen in $A$ and level the sites. What does the condition look like?

**A:** Let $x_k=Q_k-Q_k^A$. The cost above the relaxed state is

$$C=V_A=\tfrac12\sum_k\omega_k^2x_k^2,$$

and the other surface is $V_B=\tfrac12\sum_k\omega_k^2(x_k-d_k)^2$. Subtract:

$$V_B-V_A=\tfrac12\sum_k\omega_k^2(-2x_kd_k+d_k^2)=\lambda-\sum_k\omega_k^2d_kx_k .$$

The quadratic terms cancel because the frequencies are equal. Levelling is thus one linear condition on all the modes,

$$\sum_k\omega_k^2d_kx_k=\lambda .$$

**Q:** One condition on a thousand unknowns leaves enormous freedom.

**A:** A Lagrange multiplier $\mu$ picks out the cheapest choice. Make

$$L=\tfrac12\sum_k\omega_k^2x_k^2-\mu\Big(\sum_k\omega_k^2d_kx_k-\lambda\Big)$$

stationary:

$$\frac{\partial L}{\partial x_k}=\omega_k^2(x_k-\mu d_k)=0\quad\Rightarrow\quad x_k=\mu d_k .$$

Insert this in the condition and use $\sum_k\omega_k^2d_k^2=2\lambda$. Then $2\lambda\mu=\lambda$, so $\mu=\tfrac12$. The cost is

$$C=\tfrac12\mu^2\sum_k\omega_k^2d_k^2=\mu^2\lambda=\frac{\lambda}{4}.$$

Every mode goes half way to its new rest position.

**Q:** That is a stationary point. You promised nothing about other distortions being dearer.

**A:** Write $x_k=\tfrac12d_k+y_k$ for an arbitrary distortion. Then

$$C=\tfrac18\sum_k\omega_k^2d_k^2+\tfrac12\sum_k\omega_k^2d_ky_k+\tfrac12\sum_k\omega_k^2y_k^2 .$$

The first term is $\lambda/4$. The levelling condition reads $\lambda+\sum_k\omega_k^2d_ky_k=\lambda$, so the second term is zero. Hence on the whole levelled set

$$C=\frac{\lambda}{4}+\tfrac12\sum_k\omega_k^2y_k^2\ \ge\ \frac{\lambda}{4},$$

with equality only if every $y_k=0$. This proves the bound for any number of modes with finite $\lambda$.

**Q:** I still don't see what stops the soft modes from doing the work cheaply.

**A:** Ask for a partial closing of the gap by an amount $G$. The same calculation gives $2\lambda\mu=G$ and a least cost $G^2/4\lambda$. Its slope is $G/2\lambda=\mu$, so the multiplier is the price of closing the gap a little further, and it reaches $\tfrac12$ when $G=\lambda$.

At the optimum all coupled modes have the same price. A soft mode is easy to move, but its contribution to the gap, $\omega_k^2d_kx_k$, also contains its small stiffness. Moving it beyond half way raises its price above that of the others. With $\lambda_k=\tfrac12\omega_k^2d_k^2$, each mode closes $\lambda_k$ of the gap and pays $\lambda_k/4$.

**Q:** Show me this on a real lattice, with a distortion I might have tried myself.

**A:** Take hydrogen in two neighbouring tetrahedral sites of bcc titanium, with lattice parameter 0.330 nm. The sites are 0.1167 nm apart. The host is a periodic cell of 432 atoms joined by central springs, 30 N/m to first and 15 N/m to second neighbours. The hydrogen pushes each of its four nearest atoms outward with 6.5 eV/nm. These are rough typical parameters.

The cell has 1293 vibrating modes and gives $E_r=0.0971$ eV, with an overlap sum of 0.1073 eV. With the unrounded values,

$$\lambda=2E_r-\sum_k\frac{g_k^Ag_k^B}{\omega_k^2}=0.0868\ \text{eV},$$

$$\frac{\lambda}{4}=0.0217\ \text{eV}=7.98\times10^{-4}\ \text{hartree}.$$

The overlap is large because the two sites share three of their four nearest atoms. Modes below half the top frequency carry about 10% of $\lambda$. These values belong to the 432-atom cell. In much larger cells the energies rise by about 0.2%, to $E_r=0.0973$, $\lambda=0.0870$ and $\lambda/4=0.0218$ eV, so the last digit shown depends on the cell.

Now try moving one atom, the one that touches $A$ but not $B$. In Cartesian form the gap is $\lambda-(\mathbf F_B-\mathbf F_A)\cdot\mathbf x$, where $\mathbf F_s$ collects the forces of the hydrogen on the host. Pushing this atom back towards $A$ by $t$ closes the gap by $6.5\,t$, so

$$t=\frac{0.08684\ \text{eV}}{6.5\ \text{eV/nm}}=0.01336\ \text{nm}.$$

With its neighbours fixed, the atom feels the stiffness $\tfrac83(30)+2(15)=110$ N/m: each of the eight diagonal springs contributes one third of its constant on average, and two second-neighbour springs lie along each axis. The cost is

$$\tfrac12(110\ \text{N/m})(1.336\times10^{-11}\ \text{m})^2\approx9.8\times10^{-21}\ \text{J}=0.061\ \text{eV},$$

which is 2.8 times the least cost. Sharing the distortion is cheaper.

**Q:** At room temperature $k_BT$ is 0.0259 eV. Your cost is below that. Does the lattice then stand level most of the time?

**A:** No. The factor $e^{-\lambda/4k_BT}=0.43$ is a relative weight. For a classical host, the gap $\Gamma=V_B-V_A$ is a sum of independent Gaussian terms with mean $\lambda$. Equipartition gives $\langle x_k^2\rangle=k_BT/\omega_k^2$, so the variance is

$$\sum_k\omega_k^4d_k^2\,\frac{k_BT}{\omega_k^2}=2\lambda k_BT .$$

The probability density at zero gap is

$$p(0)=\frac{1}{\sqrt{4\pi\lambda k_BT}}\,e^{-\lambda^2/4\lambda k_BT}=\frac{e^{-\lambda/4k_BT}}{\sqrt{4\pi\lambda k_BT}} .$$

The quarter returns in the exponent. How often the sites are level to within a small energy also depends on that energy.

**Q:** You used classical modes. The stiffest quantum here is 0.0346 eV, above $k_BT$.

**A:** Compare the classical weight of the mean surface with that of surface $A$. Adding the two parabolas shows that

$$\tfrac12(V_A+V_B)=\frac{\lambda}{4}+\tfrac12\sum_k\omega_k^2y_k^2 ,$$

so the ratio of the weights is $e^{-\beta\lambda/4}$, with $\beta=1/k_BT$. A quantum counterpart is

$$R=\frac{\mathrm{Tr}\,(e^{-\beta H_A/2}e^{-\beta H_B/2})}{\mathrm{Tr}\,e^{-\beta H_A}} .$$

For one mode let $\xi=Q\sqrt{\omega/\hbar}$, measured from the minimum of $A$. The kernel of $e^{-\theta h}$ for $h=-\tfrac12\partial_\xi^2+\tfrac12\xi^2$ is

$$\rho=\frac{e^{-\Phi}}{\sqrt{2\pi S}},\quad \Phi=\frac{(\xi^2+\eta^2)c-2\xi\eta}{2S},\quad c=\cosh\theta,\ S=\sinh\theta .$$

**Q:** Why should I believe that kernel?

**A:** It must satisfy $\partial_\theta\rho=\tfrac12\partial_\xi^2\rho-\tfrac12\xi^2\rho$ and start as a delta function. With $c^2-S^2=1$, the left side divided by $\rho$ is

$$-\frac{c}{2S}-\partial_\theta\Phi=-\frac{c}{2S}+\frac{\xi^2+\eta^2-2c\xi\eta}{2S^2}.$$

Since $\partial_\xi\Phi=(c\xi-\eta)/S$ and $\partial_\xi^2\Phi=c/S$, the right side divided by $\rho$ is

$$\frac{(c\xi-\eta)^2}{2S^2}-\frac{c}{2S}-\frac{\xi^2}{2},$$

which is the same expression. For small $\theta$ the kernel becomes the normalised Gaussian $e^{-(\xi-\eta)^2/2\theta}/\sqrt{2\pi\theta}$, as required.

For $R$ set $\theta=\beta\hbar\omega/2$ and $\delta=d\sqrt{\omega/\hbar}$. The second kernel has both arguments shifted by $\delta$. Put $\xi=\delta/2+p$ and $\eta=\delta/2+q$. The terms linear in $p$ and $q$ cancel between the two kernels, and the total exponent is

$$-\frac{\delta^2(c-1)+2c(p^2+q^2)-4pq}{2S}.$$

The part without $\delta$ integrates to the denominator of $R$. Since $(c-1)/S=\tanh(\theta/2)$ and $\delta^2/2=\lambda_k/\hbar\omega_k$, the product over modes is

$$R=\exp\left[-\sum_k\frac{\lambda_k}{\hbar\omega_k}\tanh\frac{\beta\hbar\omega_k}{4}\right].$$

When $k_BT$ is large compared with the quanta, $\tanh z\approx z$ and $R\to e^{-\beta\lambda/4}$. Define an effective cost as $-k_BT\ln R$. It is 0.0213 eV at 300 K, 2% below $\lambda/4$, and 0.0184 eV at 100 K, 15% below. This does not violate the bound, which concerns the potential energy of a definite configuration. Nor is $R$ by itself a hopping rate.

**Q:** Which of your assumptions can break the bound itself?

**A:** Equal stiffness is one. Take a single mode with $V_A=\tfrac12x^2$ and $V_B=\tfrac12(0.25)(x-1)^2$. Both minima are zero, and $\lambda=V_A(1)=\tfrac12$. Between the minima the surfaces cross where $x=0.5(1-x)$, at $x=\tfrac13$. The cost is $\tfrac1{18}$, which is $0.111\lambda$. The gap is no longer linear, so the proof does not apply.

Equal minima are another. If $B$ lies higher by $\Delta$, the condition becomes $\sum_k\omega_k^2d_kx_k=\lambda+\Delta$. Then $\mu=(\lambda+\Delta)/2\lambda$, and the least cost is

$$C_\Delta=\mu^2\lambda=\frac{(\lambda+\Delta)^2}{4\lambda}.$$

For $\Delta=0.030$ eV the uphill cost is 0.0393 eV. The downhill cost follows by reversing the sign of $\Delta$: $(0.0568)^2/(4\times0.0868)=0.0093$ eV, well below $\lambda/4$. At $\Delta=-\lambda$ the relaxed state of $A$ is already level with $B$.

**Q:** And real springs stiffen when compressed.

**A:** Part of the argument survives. Let the host energy be any function $W$, the same for both sites, with linear coupling to the hydrogen. Wherever the sites are level, $V_A$ equals the mean surface, so it can't lie below the minimum of that surface. If a lattice symmetry exchanges the sites and this minimum is unique, the symmetry leaves it in place. The sites are level there, and it is the cheapest levelled configuration. The ratio of its cost to $\lambda$ need not be a quarter.

With Morse springs of the same initial stiffness and inverse range 12 nm$^{-1}$, their extensions taken as linear in the displacements, in a cell of 128 atoms, $\lambda$ rises from 0.0863 to 0.0984 eV, or by 14%. The least cost is 0.0246 eV, and the ratio is 0.2499.

**Q:** The energies move by 14% and the ratio hardly at all. Is that luck?

**A:** Not to first order in the cubic part $W'$ of the anharmonic energy, which leads for small displacements. There it follows from the symmetry. On the line through the harmonic minima let $s$ run from $-\tfrac12$ at $A$ to $+\tfrac12$ at $B$. The symmetry sends $s$ to $-s$, so a cubic $W'$ reduces to $w_0+w_2s^2$ on this line.

The energies at the minimum of $A$ and at the minimum of the mean surface change by $W'$ at the old positions, because their first-order shifts cost nothing. The least cost changes by $w_0-(w_0+w_2/4)=-w_2/4$.

For $\lambda=V_A(u_B)-V_A(u_A)$, with $u_s$ the relaxed displacements, the two values of $W'$ cancel. But $u_B$ is not a minimum of $V_A$, so its shift $\delta u_B=-K^{-1}\nabla W'$ counts, where $K$ is the harmonic stiffness matrix. The slope of $V_A$ there is $Ku_B-\mathbf F_A=\mathbf F_B-\mathbf F_A$, and $K^{-1}(\mathbf F_B-\mathbf F_A)=u_B-u_A$. The change is therefore

$$\delta\lambda=-(u_B-u_A)\cdot\nabla W'(u_B)=-\left.\frac{dW'}{ds}\right|_{1/2}=-w_2 .$$

Cost and $\lambda$ change in the ratio $\tfrac14$, so the quarter is preserved at this order. Higher orders, including the quartic part of the energy, can change the ratio, and I have not derived how small their effect is. The calculated ratio is slightly below a quarter, so the bound $\lambda/4$ does not hold exactly for this anharmonic host.

**Q:** Once the sites are level, tunnelling mixes them. Does that not lower the barrier?

**A:** It does. Let $J$ be the tunnel coupling, taken as constant. With $h=\tfrac12(V_B-V_A)$, the lower eigenvalue of the two-state problem is the mean surface minus $\sqrt{h^2+J^2}$. For fixed $h$ the multiplier argument gives $y_k=\nu d_k$. Then $h=-\nu\lambda$, and the least distortion energy is $\nu^2\lambda=h^2/\lambda$. Writing $r=\sqrt{h^2+J^2}$,

$$E_-=\frac{\lambda}{4}+\frac{r^2-J^2}{\lambda}-r,\qquad r\ge J .$$

At the level point $r=J$ and $E_-=\lambda/4-J$. For $J<\lambda/2$ the minima lie at $r=\lambda/2$, where $E_-=-J^2/\lambda$. The barrier is

$$\frac{\lambda}{4}-J+\frac{J^2}{\lambda}=\frac{(\lambda/2-J)^2}{\lambda}.$$

At $J=\lambda/2$ the two wells merge. To size $J$, take a one-dimensional quartic double well spanning the two sites, with a harmonic vibration quantum of 0.12 eV in each well. Its barrier is 0.148 eV, and half the splitting of its lowest pair gives $J=0.50$ meV. The adiabatic barrier is then 0.0212 eV, 2% below $\lambda/4$. In the same well deuterium has $J=0.030$ meV, while $\lambda$ is unchanged because it contains no hydrogen mass when the forces are held fixed.

**Q:** So the hydrogen hops whenever the lattice pays 0.02 eV?

**A:** Levelling is not sufficient. The gap changes at a rate $\dot\Gamma=-\sum_k\omega_k^2d_k\dot x_k$. With $\langle\dot x_k^2\rangle=k_BT$ its root-mean-square value $v$ obeys

$$v^2=k_BT\sum_k\omega_k^4d_k^2=2k_BT\sum_k\omega_k^2\lambda_k ,$$

which gives $v=0.00265$ eV/fs at 300 K. The gap stays within a range $2J$ for $\tau=2J/v=0.37$ fs. At a fixed level point the occupation of $B$ is $\sin^2(Jt/\hbar)$, so full transfer needs $t_J=\pi\hbar/2J\approx2080$ fs.

For a single passage with $\Gamma=vt$, first-order perturbation theory gives the transfer probability

$$P=\frac{J^2}{\hbar^2}\left|\int_{-\infty}^{\infty}e^{ivt^2/2\hbar}\,dt\right|^2=\frac{2\pi J^2}{\hbar v}=\frac{\pi^2}{2}\,\frac{\tau}{t_J}\approx9\times10^{-4}.$$

The integral is a Fresnel integral of modulus $\sqrt{2\pi\hbar/v}$, about 40 fs. The amplitude thus builds up over a time much longer than $\tau$ and not short against the host periods, so the linear sweep is an approximation. Averaging over the speeds of the passages, instead of using the root-mean-square $v$, multiplies $P$ by $\sqrt{\pi/2}$ and gives $1.1\times10^{-3}$. In this model about one passage in a thousand transfers the hydrogen from its ground level, so the adiabatic barrier above is a formal limit here.

**Q:** How far is all this from hydrogen in actual titanium?

**A:** Under uniform compression the springs are reasonable: they give a bulk modulus of 91 GPa and an expansion of $2.8\times10^{-3}$ nm$^3$ per hydrogen, both of the usual size for such metals. In shear they are too stiff. Their shear constant $(C_{11}-C_{12})/2$ is the second-neighbour spring constant divided by the lattice parameter, or 45 GPa, whereas bcc titanium has a value of order 10 GPa. With the same forces, a host that soft in shear would have a larger $\lambda$, and its soft modes would carry much more of it than the 10% found here. The least cost would still be a quarter of $\lambda$ in the harmonic model, so with these forces softer modes make levelling dearer, not cheaper. The forces themselves are fixed only loosely, because the expansion tests just the trace of their dipole. Sharing them between the first and second neighbour shells so that the dipole is isotropic, at the same expansion, lowers $\lambda$ to 0.032 eV. Softening the shear constant to 10 GPa at fixed bulk modulus then hardly changes it. Pure titanium is bcc only at high temperature, above about 1155 K. The 300 K example stands for an alloy that keeps the bcc structure, with its other atoms replaced by titanium. Such an alloy breaks the equivalence of the sites, and the assumed detuning of 0.030 eV already raises the uphill cost by about 80%.

The activation energy for hydrogen diffusion in bcc titanium is roughly 0.3 eV, far above 0.022 eV. The least levelling cost must not be read as that activation energy. The model leaves out host motions that open the path between the sites: scaling down the whole double well so that its barrier is 0.030 eV lower raises $J$ from 0.50 to 0.82 meV, and the host must pay for that distortion too. It also leaves out excited hydrogen levels. In the one-dimensional quartic well the next one lies 0.084 eV above the ground level, with a Boltzmann factor of 0.04 at 300 K. I have not calculated how these channels share the real activation energy. The numerical output lists the main calculated values.

## Values computed for the example and the checks

```
small model: least cost / lambda = 0.250000
unequal stiffness: stiffness ratio B/A = 0.25
unequal stiffness: crossing at x = 0.3333
unequal stiffness: cost / lambda = 0.1111
lattice parameter = 0.330 nm
springs, 1st and 2nd neighbours = 30.0, 15.0 N/m
force on each nearest atom = 6.50 eV/nm
temperature = 300 K, kT = 0.02585 eV
H to nearest Ti, unrelaxed = 0.1845 nm
distance between H sites = 0.1167 nm
atoms in main cell = 432
vibrating modes = 1293
top host frequency = 8.37 THz
top host quantum = 0.0346 eV
bulk modulus of spring model = 90.9 GPa
volume expansion per H = 2.82 x 1e-3 nm^3
shift of the Ti atom near A only = 0.00752 nm
self-trapping energy E_r = 0.09709 eV
overlap term F_A.u_B = 0.10733 eV
reorganisation energy lambda = 0.08684 eV
least equalising cost = 0.02171 eV
least cost = 0.000798 hartree
least cost / E_r = 0.2236
lambda share of modes below half top frequency = 0.096
one-atom equalising: move = 0.01336 nm
one-atom equalising: cost = 0.06127 eV
one-atom cost / least cost = 2.822
classical factor exp(-lambda/4kT) = 0.4318
128-atom cell: lambda = 0.08630 eV
quantum host, effective cost at 300 K = 0.02126 eV
quantum host, effective cost at 100 K = 0.01843 eV
Morse inverse range = 12.0 1/nm (128-atom cell)
Morse host: lambda = 0.09840 eV
Morse host: least cost = 0.02459 eV
Morse host: cost / lambda = 0.24992
site detuning = 0.030 eV, cost uphill = 0.03930 eV
H vibration quantum in one well = 0.120 eV
double-well barrier = 0.1476 eV
tunnel coupling J, H = 0.4974 meV
tunnel coupling J, D = 0.0296 meV
well barrier lowered by 0.030 eV: J, H = 0.8218 meV
barrier on lower surface with J, H = 0.02121 eV
next H level pair above ground = 0.0844 eV
its Boltzmann factor at 300 K = 0.03815
thermal speed of the gap = 0.002654 eV/fs
duration of a coincidence = 0.375 fs
time for full tunnelling = 2078.7 fs
```
